**Ostrowski's theorem tested on a two-site SCF model with memory**

For a map $F$ with fixed point $x^*$ and Jacobian $J$ of spectral radius $\rho<1$, the error shrinks near $x^*$ by at least the factor $q=\rho+2\varepsilon<1$ per step in the adapted norm $\|v\|=|D^{-1}Q^\dagger v|$. Here $J=QTQ^\dagger$ with $T$ upper triangular, and $D=\mathrm{diag}(1,\delta,\delta^2,\dots)$. The program builds this norm for several non-normal matrices, two of them defective, and asserts the bound on the norm of $J$ and the comparison with the Euclidean norm. It also asserts both error bounds for a nonlinear map in four dimensions. For the Hubbard dimer in mean field, it compares the SCF output and the Jacobian with diagonalization and finite differences, and asserts the contraction inside the computed safe ball. The output shows a Euclidean error that rises by up to a factor 1.53 in one step, while the adapted error falls at every one of the 25 steps examined after entry into the ball. The measured long-run factor is 0.7078 per step, against $\rho=0.7071$. Two scalar maps with slope one show that $\rho=1$ allows both slow convergence and escape.

## Check in Python

```python
"""
Result under test (Ostrowski): if F(x*) = x*, F is differentiable at x* with
Jacobian J, and the spectral radius rho of J is below 1, then in a norm adapted
to J the error shrinks by a factor q = rho + 2*eps < 1 per step near x*.

Adapted norm: J = Q T Q^dagger with T upper triangular, tau = Frobenius norm of
the strictly upper part of T, delta = min(1, eps/tau),
||v|| = |S v|, S = diag(1, 1/delta, 1/delta^2, ...) Q^dagger,
|v| <= ||v|| <= M |v| with M = delta^-(n-1).

Example: two-site mean-field Hubbard model, two electrons, occupations 1+x and
1-x, site energies -a and +a, hopping -t, repulsion U; energies in units of t.
Mixing: x_new = x + alpha*(G(x)-x) + beta*(x-x_previous), G = SCF output.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import block_diag
from scipy.optimize import brentq

rng = np.random.default_rng(7)
norm = np.linalg.norm


def triangularizing_unitary(A):
    """Unitary Q with Q^dagger A Q upper triangular, by repeated deflation."""
    n = len(A)
    if n == 1:
        return np.eye(1, dtype=complex)
    vectors = np.linalg.eig(A)[1]
    Q1 = np.linalg.qr(np.column_stack([vectors[:, 0], np.eye(n)]))[0]
    B = Q1.conj().T @ A @ Q1
    return Q1 @ block_diag(np.eye(1), triangularizing_unitary(B[1:, 1:]))


def adapted_norm(A, eps):
    """Return S, M, delta, tau of the adapted norm |S v|."""
    n = len(A)
    Q = triangularizing_unitary(A)
    T = Q.conj().T @ A @ Q
    assert norm(np.tril(T, -1)) < 1e-10 * max(1, norm(A))
    assert norm(Q.conj().T @ Q - np.eye(n)) < 1e-12
    tau = norm(np.triu(T, 1))
    delta = 1.0 if tau == 0 else min(1.0, eps / tau)
    S = np.diag(delta ** -np.arange(n, dtype=float)) @ Q.conj().T
    return S, delta ** -(n - 1.0), delta, tau


# ---- construction of the norm on non-normal matrices -------------------
def random_nonnormal(n, rho):
    A = rng.normal(size=(n, n)) + np.triu(2 * np.ones((n, n)), 1)
    return A * rho / max(abs(np.linalg.eigvals(A)))


rotation = np.linalg.qr(rng.normal(size=(3, 3)))[0]
jordan = 0.8 * np.eye(3) + np.diag([1.0, 1.0], 1)
matrices = [random_nonnormal(n, 0.8) for n in (2, 3, 4, 4)]
matrices += [jordan, rotation @ jordan @ rotation.T]
eps_test = 0.08
largest_adapted, smallest_euclid = 0.0, np.inf
for A in matrices:
    S, M, delta, tau = adapted_norm(A, eps_test)
    op = norm(S @ A @ np.linalg.inv(S), 2)
    # rounding of a defective eigenvalue and of the scaling stays below 1e-4
    assert op <= 0.8 + eps_test + 1e-4
    for v in rng.normal(size=(200, len(A))):
        assert norm(S @ (A @ v)) <= (0.8 + eps_test + 1e-4) * norm(S @ v)
        assert norm(v) * (1 - 1e-10) <= norm(S @ v) <= M * norm(v) * (1 + 1e-10)
    largest_adapted = max(largest_adapted, op)
    smallest_euclid = min(smallest_euclid, norm(A, 2))

# ---- nonlinear map in four dimensions, remainder of size c*|v|^2 --------
J4 = matrices[2]
R4 = np.linalg.qr(rng.normal(size=(4, 4)))[0]
c4 = 0.7
S4, M4, _, _ = adapted_norm(J4, eps_test)
r4, q4 = eps_test / (M4 * c4), 0.8 + 2 * eps_test
for start in rng.normal(size=(30, 4)):
    v = start * 0.99 * r4 / norm(S4 @ start)
    first = norm(v)
    for k in range(1, 61):
        w = J4 @ v + c4 * norm(v) * (R4 @ v)
        assert norm(S4 @ w) <= q4 * norm(S4 @ v)
        assert norm(w) <= M4 * q4 ** k * first
        v = w

# ---- SCF model -----------------------------------------------------------
t, a, U, alpha, beta, eps = 1.0, 1.0, 6.0, 0.1, 0.5, 0.1


def scf_output(x):
    """Diagonalize the mean-field Hamiltonian and return the new x."""
    h = np.array([[-a + U * (1 + x) / 2, -t], [-t, a + U * (1 - x) / 2]])
    orbital = np.linalg.eigh(h)[1][:, 0]
    n = 2 * orbital ** 2
    return (n[0] - n[1]) / 2


def closed_output(x, sqrt=np.sqrt):
    s = a - U * x / 2
    return s / sqrt(t * t + s * s)


def mixed(z):
    x, previous = z
    return np.array([x + alpha * (scf_output(x) - x) + beta * (x - previous), x])


grid = np.linspace(-1, 1, 401)
G_grid = np.array([scf_output(x) for x in grid])
assert np.max(abs(G_grid - closed_output(grid))) < 1e-12

x_star = brentq(lambda x: scf_output(x) - x, -1, 1, xtol=1e-15, rtol=1e-14)
s_star = a - U * x_star / 2
slope = -(U / 2) * t ** 2 / (t ** 2 + s_star ** 2) ** 1.5
h = 1e-5
slope_fd = (scf_output(x_star + h) - scf_output(x_star - h)) / (2 * h)
assert abs(slope - slope_fd) < 1e-7

mu = 1 + beta - alpha * (1 - slope)
J = np.array([[mu, -beta], [1.0, 0.0]])
z_star = np.array([x_star, x_star])
J_fd = np.column_stack([(mixed(z_star + h * e) - mixed(z_star - h * e)) / (2 * h)
                        for e in np.eye(2)])
assert norm(J - J_fd) < 1e-7
eigenvalues = np.linalg.eigvals(J_fd)
rho = np.sqrt(beta)
assert abs(eigenvalues[0].imag) > 0.1
assert np.max(abs(abs(eigenvalues) - rho)) < 1e-6
for al in np.linspace(-1, 2, 13):
    for be in np.linspace(-1, 1, 9):
        trial = [[1 + be - al * (1 - slope), -be], [1, 0]]
        assert norm(np.array(trial), 2) >= 1 - 1e-12

# plain iteration is repelled and settles on a two-cycle
x = x_star + 1e-6
for _ in range(400):
    x = scf_output(x)
cycle = sorted([x, scf_output(x)])
assert abs(slope) > 1 and cycle[1] - cycle[0] > 0.1
assert abs(scf_output(scf_output(x)) - x) < 1e-10

# curvature bound, remainder and safe radius
curvature = (U / 2) ** 2 * 48 / (25 * np.sqrt(5) * t ** 2)
step = grid[1] - grid[0]
second = (G_grid[2:] - 2 * G_grid[1:-1] + G_grid[:-2]) / step ** 2
curvature_seen = np.max(abs(second))
assert 0.99 * curvature < curvature_seen <= curvature * (1 + 1e-6)
S, M, delta, tau = adapted_norm(J, eps)
assert abs(tau - np.sqrt(mu ** 2 + (1 - beta) ** 2)) < 1e-10
J_adapted = norm(S @ J @ np.linalg.inv(S), 2)
q = rho + 2 * eps
assert J_adapted <= rho + eps + 1e-12 and q < 1
c = alpha * curvature / 2
radius = eps / (M * c)
worst_sample = 0.0
for direction in rng.normal(size=(2000, 2)):
    v = direction * radius * rng.uniform(0.05, 1) / norm(S @ direction)
    ratio = norm(S @ (mixed(z_star + v) - z_star)) / norm(S @ v)
    worst_sample = max(worst_sample, ratio)
assert worst_sample <= q

# run from equal occupations
z = np.array([0.0, 0.0])
path = [z]
for _ in range(60):
    z = mixed(z)
    path.append(z)
errors = np.array(path) - z_star
euclid = np.array([norm(e) for e in errors])
adapted = np.array([norm(S @ e) for e in errors])
assert adapted[0] > radius
entry = int(np.argmax(adapted < radius))
assert 0 < entry <= 35
ratio_e = euclid[entry + 1:entry + 26] / euclid[entry:entry + 25]
ratio_a = adapted[entry + 1:entry + 26] / adapted[entry:entry + 25]
assert np.max(ratio_a) <= q
assert np.max(ratio_e) > 1
bound20 = M * q ** 20 * euclid[entry]
assert euclid[entry + 20] <= bound20

# asymptotic rate with 100 digits
mp.mp.dps = 100
exact = mp.findroot(lambda y: closed_output(y, mp.sqrt) - y, mp.mpf(x_star))
x, previous, sizes = mp.mpf(0), mp.mpf(0), []
for k in range(401):
    sizes.append(mp.sqrt((x - exact) ** 2 + (previous - exact) ** 2))
    x, previous = (x + mp.mpf(alpha) * (closed_output(x, mp.sqrt) - x)
                   + mp.mpf(beta) * (x - previous)), x
rate = float((sizes[400] / sizes[100]) ** (mp.mpf(1) / 300))
# a bounded oscillation of the norm (factor below 4) shifts the mean rate
assert abs(rate - rho) < 0.005

# spectral radius exactly one: both outcomes occur
slow = 0.1
for k in range(10000):
    slow -= slow ** 3
slow_scaled = slow * np.sqrt(2 * 10000)
assert 0.98 < slow_scaled < 1.01
away, away_steps = 0.1, 0
while away < 1 and away_steps < 1000:
    away += away ** 3
    away_steps += 1
assert away >= 1

print(f"test matrices: spectral radius 0.8, eps = {eps_test}")
print(f"  smallest Euclidean norm among them   {smallest_euclid:.3f}")
print(f"  largest adapted norm among them      {largest_adapted:.3f}")
print(f"model: t = {t}, a = {a}, U = {U} (units of t)")
print(f"mixing: alpha = {alpha}, beta = {beta}; eps = {eps}")
print(f"fixed point x* (electrons)             {x_star:.6f}")
print(f"s at fixed point (units of t)          {s_star:.6f}")
print(f"slope g of SCF output                  {slope:.5f}")
print(f"two-cycle of plain iteration           {cycle[0]:.5f}, {cycle[1]:.5f}")
print(f"mu                                     {mu:.5f}")
lam = eigenvalues[0]
print(f"eigenvalues of J                       {lam.real:.5f} +- {abs(lam.imag):.5f} i")
print(f"spectral radius rho                    {rho:.5f}")
print(f"Euclidean norm of J                    {norm(J, 2):.5f}")
print(f"tau                                    {tau:.5f}")
print(f"delta                                  {delta:.5f}")
print(f"M                                      {M:.4f}")
print(f"adapted norm of J                      {J_adapted:.5f}")
print(f"rho + eps                              {rho + eps:.5f}")
print(f"q = rho + 2 eps                        {q:.5f}")
print(f"bound on |G''|                         {curvature:.4f}")
print(f"largest |G''| seen on grid             {curvature_seen:.4f}")
print(f"remainder constant c                   {c:.5f}")
print(f"safe radius r (adapted norm)           {radius:.5f}")
print(f"safe Euclidean distance r/M            {radius / M:.6f}")
print(f"largest one-step factor sampled in ball {worst_sample:.5f}")
print("run from x = 0: k, x_k, Euclidean error, adapted error")
for k in list(range(0, 11)) + list(range(entry, entry + 9)):
    print(f"  {k:3d}  {path[k][0]: .7f}  {euclid[k]:.3e}  {adapted[k]:.3e}")
print(f"first step inside safe ball            {entry}")
print(f"largest Euclidean factor, next 25 steps {np.max(ratio_e):.4f}")
print(f"largest adapted factor, next 25 steps  {np.max(ratio_a):.4f}")
print(f"Euclidean error 20 steps after entry   {euclid[entry + 20]:.3e}")
print(f"its bound M q^20 |e_entry|             {bound20:.3e}")
print(f"measured mean rate, steps 100 to 400   {rate:.5f}")
print(f"x-x^3 from 0.1: x_k after 10000 steps  {slow:.6f}")
print(f"  the same times sqrt(2k)              {slow_scaled:.4f}")
print(f"x+x^3 from 0.1: steps until x >= 1     {away_steps}")
print("every check passed")
```

Output:

```
test matrices: spectral radius 0.8, eps = 0.08
  smallest Euclidean norm among them   1.022
  largest adapted norm among them      0.840
model: t = 1.0, a = 1.0, U = 6.0 (units of t)
mixing: alpha = 0.1, beta = 0.5; eps = 0.1
fixed point x* (electrons)             0.248001
s at fixed point (units of t)          0.255998
slope g of SCF output                  -2.72753
two-cycle of plain iteration           -0.88426, 0.96451
mu                                     1.12725
eigenvalues of J                       0.56362 +- 0.42700 i
spectral radius rho                    0.70711
Euclidean norm of J                    1.55475
tau                                    1.23316
delta                                  0.08109
M                                      12.3316
adapted norm of J                      0.75887
rho + eps                              0.80711
q = rho + 2 eps                        0.90711
bound on |G''|                         7.7279
largest |G''| seen on grid             7.7269
remainder constant c                   0.38639
safe radius r (adapted norm)           0.02099
safe Euclidean distance r/M            0.001702
largest one-step factor sampled in ball 0.72161
run from x = 0: k, x_k, Euclidean error, adapted error
    0   0.0000000  3.507e-01  1.559e+00
    1   0.0707107  3.049e-01  1.168e+00
    2   0.1608816  1.975e-01  7.954e-01
    3   0.2358292  8.797e-02  5.334e-01
    4   0.2777949  3.218e-02  3.729e-01
    5   0.2874332  4.942e-02  2.653e-01
    6   0.2771504  4.904e-02  1.892e-01
    7   0.2609144  3.188e-02  1.337e-01
    8   0.2479354  1.291e-02  9.306e-02
    9   0.2414702  6.531e-03  6.549e-02
   10   0.2406591  9.826e-03  4.722e-02
   13   0.2482548  2.019e-03  1.644e-02
   14   0.2492887  1.313e-03  1.161e-02
   15   0.2493250  1.847e-03  8.363e-03
   16   0.2488490  1.573e-03  5.977e-03
   17   0.2482946  8.978e-04  4.176e-03
   18   0.2479078  3.082e-04  2.901e-03
   19   0.2477490  2.683e-04  2.057e-03
   20   0.2477634  3.459e-04  1.483e-03
   21   0.2478590  2.763e-04  1.057e-03
first step inside safe ball            13
largest Euclidean factor, next 25 steps 1.5339
largest adapted factor, next 25 steps  0.7210
Euclidean error 20 steps after entry   1.373e-06
its bound M q^20 |e_entry|             3.543e-03
measured mean rate, steps 100 to 400   0.70778
x-x^3 from 0.1: x_k after 10000 steps  0.007052
  the same times sqrt(2k)              0.9973
x+x^3 from 0.1: steps until x >= 1     53
every check passed
```
